# Interface Segregation Energy of a Dopant from Matched Supercells

## 1. Definitions and conventions

A dopant D replaces one host atom of species A, either deep in a semiconductor or at a site $i$ near its contact with a metal or a metallic silicide. The segregation energy $E_{\rm seg}(i)$ is the energy at the interface site minus the energy at the deep site. A negative value favours the interface.

Four total energies are needed:

- $E_{\rm int}$: the contact cell without dopant.
- $E_{\rm int}(D_i)$: the same cell with D at site $i$.
- $E_b$: the bulk semiconductor cell without dopant.
- $E_b(D^q)$: the same bulk cell with D in charge state $q$, in units of the elementary charge $e$.

The two members of each pair share cell size, strain and numerical settings. This is the sense of "matched". The bulk host must also have the same strain as the deep semiconductor in the contact, so that both describe the same material. Atomic positions may relax around the dopant.

The contact cell is neutral and has Fermi level $E_F$. Electron energies in the two kinds of cell may have different zeros. Let $V_b$ be a host reference level in the bulk cell, such as a site-averaged potential energy of an electron, and $V_i$ the same level deep in the semiconductor part of the contact. Then

$$\Delta V=V_b-V_i .$$

The Fermi level expressed on the energy zero of the bulk cell is $E_F+\Delta V$.

The result to be derived is

$$E_{\rm seg}(i)=\big[E_{\rm int}(D_i)-E_{\rm int}\big]-\big[E_b(D^q)-E_b+q(E_F+\Delta V)\big]. \tag{1}$$

The chemical potentials of D and A are absent. That of the electron, $E_F$, remains unless $q=0$.

## 2. The two formation energies

Let $\mu_D$ and $\mu_A$ be the energies per atom at which neutral atoms are exchanged with reservoirs. Substitution at the interface is the process

$$A(\text{site } i)+D(\text{reservoir})\rightarrow D(\text{site } i)+A(\text{reservoir}).$$

The reservoir loses $\mu_D$ and gains $\mu_A$. The total energy change is therefore

$$E_f(i)=E_{\rm int}(D_i)-E_{\rm int}-\mu_D+\mu_A. \tag{2}$$

No separate electron term appears, because the neutral contact cell keeps all the electrons that D brought with it.

In bulk the same atomic exchange takes place, but the cell with $D^q$ holds $q$ electrons fewer than a neutral cell. These electrons go to the metal, which receives them at $E_F$. If both cells had the same energy zero, the added term would be $qE_F$. For an ionized acceptor, $q=-1$, the metal supplies an electron and the term is $-E_F$.

The alignment term follows from a shift of the energy zero. Let the bulk cell contain total ionic charge $Z$ and $Z-q$ electrons. Raising the potential energy of an electron by a constant $u$ adds $u(Z-q)$ to the electronic energy and $-uZ$ to the ionic energy, since the ions have the opposite charge. The total changes by

$$u(Z-q)-uZ=-qu.$$

With $u=\Delta V$, the charged cell has been lowered by $q\Delta V$ relative to its value on the contact's zero, while the neutral cell is unchanged. The correction is $+q\Delta V$, and

$$E_f(b)=E_b(D^q)-E_b-\mu_D+\mu_A+q(E_F+\Delta V). \tag{3}$$

## 3. The cancellation

Subtract (3) from (2) and collect the reservoir terms:

$$(-\mu_D+\mu_A)-(-\mu_D+\mu_A)=0.$$

What is left is (1). The cancellation needs two conditions: the same dopant is inserted, and the same host species is removed, at both places. It also needs one value of $\mu_A$ and one of $\mu_D$ across the contact, which is the condition of atomic equilibrium.

The formation energies themselves do depend on the reservoir. If $\mu_D$ falls by some amount, both rise by that amount. The supply of dopant thus controls how much D enters the material, while $E_{\rm seg}$ controls how it is shared between the two kinds of site.

## 4. The same energy without reservoirs

Equation (1) should equal the energy of moving D inside one closed contact:

$$E_{\rm seg}(i)=E_{\rm int}(D_i)-E_{\rm int}(D_{\rm deep}). \tag{4}$$

To see this, place D so deep that its surroundings are those of the bulk. Forming $D^q$ there costs the bulk difference $E_b(D^q)-E_b$, corrected by $q\Delta V$, apart from the reservoir terms. The $q$ released electrons enter the metal. For a large metal each costs $E_F$, so that

$$E_{\rm int}(D_{\rm deep})-E_{\rm int}\rightarrow E_b(D^q)-E_b+q(E_F+\Delta V).$$

Inserting this in (1) removes $E_{\rm int}$ and gives (4). Both end states in (4) contain the same atoms and electrons, so no reservoir can enter.

**A finite metal.** Consider independent electrons with a smearing that is not small compared with the spacing of the metal's levels, so that the spectrum acts as continuous. Let $g$ be the metal's density of states at $E_F$, both spins included. Since $dE_F/dN=1/g$, adding one electron costs

$$\int_0^1\left(E_F+\frac{n}{g}\right)dn=E_F+\frac{1}{2g}.$$

The deep donor in a closed cell pays this cost, whereas (1) charges it $E_F$ alone. Hence, for $q=1$,

$$E_{\rm seg}^{\rm matched}-E_{\rm seg}^{\rm direct}=\frac{1}{2g}. \tag{5}$$

A half-filled chain of $N_m$ atoms has energies $\epsilon_m-2t_m\cos k$ and slope $2t_m$ at each of its two Fermi points. With $N_m/2\pi$ states per unit $k$ and two spins,

$$g=2\cdot2\cdot\frac{N_m}{2\pi}\frac{1}{2t_m}=\frac{N_m}{\pi t_m},\qquad \frac{1}{2g}=\frac{\pi t_m}{2N_m}.$$

The term vanishes as $1/N_m$. With Coulomb interaction the added charge is also screened, and this simple law need not hold.

## 5. Which charge state, and which bulk?

The deep reference must be the charge state of lowest formation energy at the given $E_F$. Let $\epsilon_D$ be the donor level between $q=+1$ and $q=0$, measured on the contact's zero. By definition,

$$E_b(D^0)=E_b(D^+)+\epsilon_D+\Delta V.$$

If the neutral cell is used as reference, without an electron term, then

$$\begin{aligned}
E_{\rm seg}^{(0)}&=E_{\rm int}(D_i)-E_{\rm int}-E_b(D^0)+E_b\\
&=E_{\rm seg}^{(+)}+(E_F+\Delta V)-(\epsilon_D+\Delta V)\\
&=E_{\rm seg}^{(+)}-(\epsilon_D-E_F).
\end{aligned}\tag{6}$$

For $\epsilon_D>E_F$ the deep donor is ionized and $E_{\rm seg}^{(+)}$ is the correct value. The neutral reference then adds the energy gained when the donor electron drops into the metal, although that gain is already available to a deep donor. For $\epsilon_D<E_F$ the neutral reference is correct, provided that the donor does not bind a second electron. Independent electrons would fill the level twice, and the reference would then be $q=-1$. The comparison here is between $q=+1$ and $q=0$ only. In either case the stable state has the lower bulk formation energy at the given $E_F$, so the other choice makes segregation look too strong.

The position called deep matters as well when the bands bend. Suppose the host level at the chosen depth is higher by $u$ than in the contact region first used for alignment. Then $V_i$ rises by $u$, $\Delta V$ falls by $u$, and (1) gives

$$E_{\rm seg}\rightarrow E_{\rm seg}+qu.$$

If the bands rise towards the metal, the remote region has $u<0$. A positive donor then gains energy $q|u|$ on approaching the interface, as expected from the direction of the field. A quoted segregation energy must therefore state the depth or the band bending of its reference.

The attraction between an ion and the metal adds a slow dependence on distance. Treat the metal as a perfect conductor and the semiconductor as a medium of permittivity $\varepsilon$ without mobile carriers. An ion at distance $z$ sees its image at distance $2z$. Integrating the attractive force from infinity to $d$ gives

$$E_{\rm image}(d)=-\int_d^\infty\frac{q^2e^2}{4\pi\varepsilon(2z)^2}\,dz=-\frac{q^2e^2}{16\pi\varepsilon d}.$$

A "deep" site in a thin contact slab can still contain this energy, which the isolated bulk reference does not. For a single ion, the direct difference (4) then converges only as $1/d$ in this classical limit. A contact cell of area $S$ that repeats sideways holds a whole sheet of ions instead. When $d$ is large compared with the lateral period, the field between this sheet and a metal on one side is $qe/(\varepsilon S)$. Its energy per cell, $q^2e^2d/(2\varepsilon S)$, grows with $d$. The single-ion law therefore requires a lateral period much larger than $d$. In addition, a charged periodic bulk cell interacts with its own images, and $E_b(D^q)$ in (1) must already be corrected for that.

## 6. When a different host atom is replaced

Suppose D replaces a metal atom M at the interface but A in the bulk. The interface reservoir now gains $\mu_M$, and the subtraction leaves

$$E_{\rm seg}^{M}=\big[E_{\rm int}(D_M)-E_{\rm int}\big]-\big[E_b(D^q)-E_b+q(E_F+\Delta V)\big]+\mu_M-\mu_A. \tag{7}$$

This difference is part of the energy of the process. It accounts for the M atom that must find a new place and the A atom that fills the vacated bulk site.

For a silicide $M_aA_b$ in equilibrium with bulk A, the difference is fixed. With energy $E_{\rm sil}$ per formula unit,

$$a\mu_M+b\mu_A=E_{\rm sil},\qquad \mu_M=\frac{E_{\rm sil}-b\mu_A}{a},$$

where $\mu_A$ is the bulk energy per A atom. If D replaces A within the silicide instead, the species removed is the same as in the semiconductor and (1) applies. If D sits in an interstitial interface site, no host atom is removed there; the bulk term $+\mu_A$ is left unpaired and contributes $-\mu_A$ to the difference.

## 7. From energy to occupation

Let $N_s$ equivalent interface sites hold $k$ dopants that do not interact, and let $x_i=k/N_s$. With $E_f(i)$ from (2), the free energy is

$$F=kE_f(i)-k_BT\ln\binom{N_s}{k}.$$

For large numbers, Stirling's formula gives $d\ln\binom{N_s}{k}/dk=\ln[(N_s-k)/k]$. Setting $dF/dk=0$ yields

$$E_f(i)+k_BT\ln\frac{x_i}{1-x_i}=0.$$

The bulk sites obey the same equation with $E_f(b)$ and $x_b$. Subtracting the two equations removes the reservoirs once more:

$$\frac{x_i}{1-x_i}=\frac{x_b}{1-x_b}\exp\left(-\frac{E_{\rm seg}}{k_BT}\right). \tag{8}$$

For small occupations, $x_i\approx x_b\exp(-E_{\rm seg}/k_BT)$. For strong attraction $x_i$ approaches one, because each site holds at most one dopant. Half filling requires $E_{\rm seg}=k_BT\ln[x_b/(1-x_b)]$. Equation (8) leaves out vibrational entropy, dopant interactions and differences in electronic degeneracy, and it assumes that the atoms are mobile enough to reach equilibrium.

## 8. A contact that can be solved numerically

A ring joins a metal chain to a semiconductor chain of 100 atoms. Electrons are independent, and each host atom supplies one. The parameters are round numbers and describe no particular material:

- The metal has site level 0.2 eV and hopping $t_m=1$ eV.
- The semiconductor has site level 0 and alternating hoppings $t_1=2$ eV and $t_2=1.2$ eV.
- The interface hopping is 1 eV; the first semiconductor bond is a strong one.
- The donor supplies two electrons and has site level $-1.5$ eV.

The semiconductor bands are $\pm\sqrt{t_1^2+t_2^2+2t_1t_2\cos k}$, so the gap is $2|t_1-t_2|=1.6$ eV. The metal fixes $E_F=0.2$ eV. The bulk cell has 200 atoms, and its energy zero is deliberately shifted so that $\Delta V=0.5$ eV. In the contact, energies are electronic free energies with a smearing of 0.05 eV.

**The donor level.** The donor lowers its site by $w=1.5$ eV. For an energy $E$ in the gap, the host Green's function on one site is

$$G(E)=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac{E}{E^2-t_1^2-t_2^2-2t_1t_2\cos k}.$$

Put $P=t_1^2+t_2^2-E^2$ and $Q=2t_1t_2$. In the gap $P>Q$, and the standard integral of $1/(P+Q\cos k)$, averaged over $k$, is $1/\sqrt{P^2-Q^2}$. Factoring $P^2-Q^2=(P-Q)(P+Q)$ gives

$$G(E)=-\frac{E}{\sqrt{[(t_1-t_2)^2-E^2][(t_1+t_2)^2-E^2]}}.$$

A bound state at the altered site satisfies $1=-wG(E)$, hence

$$w\epsilon_D=\sqrt{[(t_1-t_2)^2-\epsilon_D^2][(t_1+t_2)^2-\epsilon_D^2]}.$$

Its solution is 0.7209 eV. The difference of bulk total energies gives the same value. The level lies $0.7209-0.2000=0.5209$ eV above $E_F$, about ten smearing widths, so the deep donor is ionized and $q=+1$.

**The matched subtraction.** The bulk cells give $E_b(D^+)-E_b=-2.2720$ eV. With the electron term, the bulk bracket in (1) is

$$-2.2720+0.2000+0.5000=-1.5720\ {\rm eV}.$$

At the first semiconductor layer the contact pair gives $-1.5762$ eV, so

$$E_{\rm seg}=-1.5762-(-1.5720)=-0.0042\ {\rm eV}.$$

The contact values are extrapolated from $N_m=400$ and 800. If $X(N)=X_\infty+c/N$, eliminating $c$ gives $X_\infty=2X(800)-X(400)$.

The host chemical potential is $-2.1845$ eV. For $\mu_D=-3$ eV the bulk and interface formation energies are $-0.7565$ and $-0.7607$ eV; for $\mu_D=-4$ eV they are 0.2435 and 0.2393 eV. Each moves by 1 eV and their difference stays the same. The negative values mean that the richer reservoir would drive dopant into both regions, so it does not represent equilibrium with a dilute material.

**The direct move.** Moving the donor in one closed contact, with layer 41 as the deep site, tests (1) without any reservoir. At six layers the two routes agree within the tested tolerance of 0.2 meV. The matched values are:

- layer 1: $-4.2$ meV; layer 2: $-62.1$ meV;
- layer 3: $-0.1$ meV; layer 4: $-21.1$ meV;
- layer 6: $-7.4$ meV; layer 10: $-1.0$ meV.

The sign at layer 3 is not resolved at this tolerance. The values also depend on the smearing by more than the last digit shown. Between zero smearing and 0.078 eV, layer 1 runs from $-3.9$ to $-4.7$ meV, layer 2 from $-61.9$ to $-62.2$ meV and layer 4 from $-20.7$ to $-21.5$ meV, and layer 3 changes sign. The most favourable of these sites is the second layer, not the one bonded to the metal.

These layer energies were computed for one Fermi level and one interface hopping. Neither their signs nor their order should be carried over to another contact.

At finite size, matched minus direct is 3.894 meV for 400 metal atoms and 1.952 meV for 800. Equation (5) predicts 3.927 and 1.963 meV. The larger cell was tested to 3% of the predicted value. At layer 1 the finite-size term for 400 atoms is almost as large as the segregation energy itself, so the matched value must be extrapolated. In the direct move at layer 1 this term nearly cancels, because almost all of the released electron's charge is in the metal in both end states. Where an interface donor keeps part of that charge nearby, as at layer 2, the cancellation is incomplete and the direct move must be extrapolated too.

## 9. What the wrong reference would do

With a neutral bulk donor, (6) gives for layer 1

$$-0.0042-0.5209=-0.5251\ {\rm eV},$$

which agrees with the direct evaluation of that reference. Nearly all of this apparent segregation is the donor electron's fall to $E_F$.

The effect on occupation is large. At 900 K, $k_BT=0.07756$ eV. An exact count distributes 1000 dopants over 200000 bulk and 400 interface sites, using the layer 1 energy of Section 8, which was computed with an electronic smearing of 0.05 eV. It gives $x_b=0.00499$ and $x_i=0.00527$, and (8) reproduces $x_i$. The enhancement of the odds is only $\exp(0.0042/0.07756)\approx1.06$. At the same $x_b$, the value $-0.5251$ eV would give

$$\frac{x_i}{1-x_i}\approx0.00501\exp\left(\frac{0.5251}{0.07756}\right)\approx4.4,\qquad x_i\approx0.81.$$

With flat bands, a nearly unenriched layer would thus appear mostly filled. For comparison, half filling at this $x_b$ needs about $-0.41$ eV.

This comparison holds only for a reference region whose bands are aligned as in the undoped contact, which the model allows because it has no Coulomb interaction. Such a region is not charge neutral: at $E_F=0.2$ eV and 900 K it has about $3\times10^{-5}$ net band electrons per site against $5\times10^{-3}$ donor ions. A neutral bulk of this model at the same $x_b$ has its Fermi level near 0.58 eV, so $u\approx-0.38$ eV. Relative to that bulk, Section 5 gives $E_{\rm seg}+qu\approx-0.38$ eV, and $x_i$ would be roughly 0.4 before the interface dopants alter the bending. In a real doped contact, a large part of the donor electron's fall to $E_F$ thus returns as band bending when the reference is the remote neutral bulk.

If the donor replaces the last metal atom instead, the energy without atomic chemical potentials is $-0.7123$ eV. Here $\mu_M-\mu_A=-1.0745+2.1845\approx1.110$ eV, and (7) gives

$$-0.7123+1.1099=0.3976\ {\rm eV}.$$

The sign changes: this site is unfavourable. A closed process confirms the value. Two deep donors move to the metal sites at the two interfaces, while the metal region grows by two sites and the semiconductor shrinks by two. The numbers of M, A and D atoms are unchanged, and half the energy difference is again 0.3976 eV.

These calculations test the energy accounting, including the sign of $\Delta V$. They do not predict a real silicide contact, because the model has no atomic relaxation, electron-electron interaction or image force. The full set of values is in the numerical output.

## Table of computed values

```
metal hopping: 1.0000 eV
semiconductor strong hopping: 2.0000 eV
semiconductor weak hopping: 1.2000 eV
interface hopping: 1.0000 eV
metal site level: 0.2000 eV
host site level: 0.0000 eV
donor site level: -1.5000 eV
electronic smearing: 0.0500 eV
semiconductor atoms in contact, bulk cell: 100, 200
metal atoms in the two contacts: 400, 800
deep donor layer: 41
semiconductor band gap: 1.6000 eV
Fermi level, large metal: 0.2000 eV
alignment dV: 0.5000 eV
E_bulk(D+) - E_bulk: -2.2720 eV
bulk addition with Fermi and alignment terms: -1.5720 eV
interface addition E_int(D) - E_int: -1.5762 eV
host chemical potential: -2.1845 eV
dopant chemical potential, rich: -3.0000 eV
bulk formation energy, rich: -0.7565 eV
interface formation energy, rich: -0.7607 eV
dopant chemical potential, poor: -4.0000 eV
bulk formation energy, poor: 0.2435 eV
interface formation energy, poor: 0.2393 eV
layer 1: matched -0.0042 eV, direct move -0.0042 eV
layer 2: matched -0.0621 eV, direct move -0.0621 eV
layer 3: matched -0.0001 eV, direct move -0.0001 eV
layer 4: matched -0.0211 eV, direct move -0.0211 eV
layer 6: matched -0.0074 eV, direct move -0.0074 eV
layer 10: matched -0.0010 eV, direct move -0.0010 eV
400 metal atoms: matched minus direct 3.894 meV, law 3.927 meV
800 metal atoms: matched minus direct 1.952 meV, law 1.963 meV
donor level from total energies: 0.7209 eV
donor level from bound-state equation: 0.7209 eV
donor level minus Fermi level: 0.5209 eV
layer 1 result with neutral bulk reference: -0.5251 eV
metal chemical potential: -1.0745 eV
mu_metal - mu_host: 1.1099 eV
metal site, chemical potentials omitted: -0.7123 eV
metal site, chemical potentials included: 0.3976 eV
metal site, closed exchange: 0.3976 eV
temperature: 900 K
thermal energy: 0.07756 eV
bulk sites, interface sites, dopants: 200000, 400, 1000
bulk occupation, exact count: 4.98947e-03 (fraction)
interface occupation, exact count: 5.26559e-03 (fraction)
interface occupation, isotherm: 5.26559e-03 (fraction)
```
